# Photon chemical potential and Kirchhoff's law for a light-emitting semiconductor

Q: Kirchhoff's law ties emission to absorption for a body in thermal equilibrium. A diode under forward bias is not in equilibrium. Why should its emission be tied to its absorption at all?

A: Because most of the equilibrium survives. Carriers usually relax within their band much faster than they cross the gap. I assume that conduction electrons and valence electrons have each settled, at a common temperature $T$, but not with each other. Between crossings the material conserves its energy and two separate numbers, $N_c$ and $N_v$. A state $n$ of the whole electron system then has the probability

$$p_n=\frac1Z\exp\left[-\frac{E_n-\mu_cN_{c,n}-\mu_vN_{v,n}}{kT}\right].$$

The quasi-Fermi levels $\mu_c,\mu_v$ are the multipliers that fix the two numbers. Let $\Delta\mu=\mu_c-\mu_v$.

Now take one light mode with photon energy $E$ and $N$ photons, weakly coupled to the material. Absorbing a photon lifts one electron from valence to conduction band through an operator $P^\dagger$; emission uses $P$. The photon matrix elements squared are $N$ for absorption and $N+1$ for emission, so the golden rule gives

$$\frac{dN}{dt}=G(N+1)-AN,$$

$$A=\frac{2\pi}{\hbar}\sum_{m,n}p_n|\langle m|P^\dagger|n\rangle|^2\delta(E_m-E_n-E),$$

$$G=\frac{2\pi}{\hbar}\sum_{m,n}p_m|\langle n|P|m\rangle|^2\delta(E_m-E_n-E).$$

The two squared matrix elements are equal, since $\langle n|P|m\rangle=\langle m|P^\dagger|n\rangle^*$. The sums differ in their populations alone. State $m$ has energy higher by $E$, one more conduction electron and one fewer valence electron, so

$$\frac{p_m}{p_n}=\exp\left[-\frac{E-\mu_c+\mu_v}{kT}\right]=e^{-x},\qquad x=\frac{E-\Delta\mu}{kT}.$$

This factor is the same for every pair in the sums. Hence $G=e^{-x}A$, whatever the matrix elements are.

Q: You used many-body states. Does this really hold when electrons and holes attract each other?

A: Yes, as long as the interaction conserves $N_c$ and $N_v$; nothing else about the energies was used. In a diagonalized model of six interacting orbitals the relation holds to rounding error.

Conservation is a real condition. When a term mixing the two bands was added to that model, with $\Delta\mu=2.5\,kT$ and populations taken as the diagonal elements of the operator $\exp[-(H-\mu_cN_c-\mu_vN_v)/kT]$ in the energy eigenstates (the states no longer have definite $N_c$ and $N_v$, so the size of the effect depends on this choice), emission fell 7% below the value predicted from absorption. At $\Delta\mu=0$ the relation returned, because the weights then contain just $N_c+N_v$, which mixing conserves.

Q: Show me the same thing with ordinary Fermi functions. I would expect the answer to depend on where in the bands the two levels lie.

A: Let the upper level be $E_1$ and the lower $E_2$, with $E_1-E_2=E$. Emission needs an electron above and a hole below, absorption the reverse. From $f=1/(e^{(\epsilon-\mu)/kT}+1)$ follows $f/(1-f)=e^{-(\epsilon-\mu)/kT}$, so

$$\frac{f_c(1-f_v)}{f_v(1-f_c)}=e^{-(E_1-\mu_c)/kT}\,e^{(E_2-\mu_v)/kT}=e^{-(E-\Delta\mu)/kT}.$$

The separate energies have combined into their difference. That needs one temperature. With electrons at $T_e$ and holes at $T_h$ the exponent is $-(E_1-\mu_c)/kT_e+(E_2-\mu_v)/kT_h$, which changes with $E_1$ at fixed $E$. For electrons at 350 K and holes at 300 K, in a model without momentum selection and with a transition strength that rises with electron energy, I extracted an apparent $\Delta\mu$ from $A/G$ at photon energies from 1.45 to 1.60 eV. It drifted by 12.5 meV if 300 K was inserted and by 10.4 meV, in the opposite direction, if 350 K was; an intermediate value near 327 K removes nearly all of the drift. For vertical transitions between parabolic bands $E$ fixes $E_1$, the exponent is linear in $E$, and a Planck form survives exactly with $1/T_{\rm eff}=w/T_e+(1-w)/T_h$, $w=m_h/(m_e+m_h)$. What is lost with two temperatures is the identification: the fitted temperature is in general neither $T_e$ nor $T_h$, and the fitted potential depends on $\mu_c$ and $\mu_v$ separately, not only on $\Delta\mu$.

Q: So far you have a ratio of rates. Where does a chemical potential of light come in?

A: Put the material in a lossless cavity and hold $\Delta\mu$ fixed. Let $P_N$ be the probability of $N$ photons in the mode. The step $N\to N+1$ has rate $G(N+1)$ and the reverse step has rate $A(N+1)$. In the stationary state no net probability flows between neighbours, since none can flow below $N=0$. Therefore

$$G(N+1)P_N=A(N+1)P_{N+1}\quad\Rightarrow\quad \frac{P_{N+1}}{P_N}=\frac GA=e^{-x}.$$

This can be normalized if $x>0$. Setting $dN/dt=0$ gives the mean,

$$N^*=\frac{G}{A-G}=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^{(E-\Delta\mu)/kT}-1}.$$

It is a Bose distribution with chemical potential $\Delta\mu$. The thermodynamic reading is that creating a photon removes a conduction electron and adds a valence electron. The material gives up free energy $\mu_c-\mu_v$, and exchange balances when a photon is worth the same amount. For $E=1.45$ eV, $\Delta\mu=1.40$ eV and $kT=0.025852$ eV, $x=1.934$ and $N^*=0.169$; solving the photon-number equations numerically gives the same value.

Q: An LED is not a closed cavity. Its light leaves, and the occupation outside is nowhere near $N^*$.

A: Right, so $N^*$ must be used as a source strength, not as the actual occupation. Rearrange the rate equation:

$$\frac{dN}{dt}=G-(A-G)N.$$

The term proportional to $N$ is what a transmission measurement sees: absorption less stimulated emission. A packet moving at group velocity $v_g$ covers $ds=v_g\,dt$, so the net absorption coefficient is $\alpha=(A-G)/v_g$. With $G=(A-G)N^*$,

$$G=v_g\alpha N^*,\qquad \frac{dN}{ds}=\alpha(N^*-N).$$

Spontaneous emission into the mode is thus fixed by the absorption of the *excited* material.

Q: Then I have you. For $E<\Delta\mu$ your $N^*$ is negative. Does the diode emit a negative number of photons?

A: There $G>A$, so $\alpha$ is negative too: the material amplifies. The product is positive, since

$$v_g\alpha N^*=A(1-e^{-x})\frac{e^{-x}}{1-e^{-x}}=Ae^{-x}=G.$$

At $E=\Delta\mu$ the absorption vanishes, $N^*$ diverges, and the product tends to $A$.

For vertical transitions let $h_v=1-f_v$, and let $\alpha_0$ be the absorption with an empty conduction band and a full valence band. Then

$$\alpha=\alpha_0[f_v(1-f_c)-f_c(1-f_v)]=\alpha_0(f_v-f_c)=\alpha_0(1-f_c-h_v),$$

and the emission strength is $\alpha N^*=\alpha_0f_ch_v$. A model with a gap of 1.40 eV, driven to $\Delta\mu=1.50$ eV, shows all three regimes:

- At 1.45 eV, $\alpha=-1986$ cm$^{-1}$. Since $1/(e^{-x}-1)=-1-1/(e^x-1)$, the earlier 0.169 gives $N^*=-1.169$, and the product is $+2322$ cm$^{-1}$.
- At 1.50 eV, $\alpha=0$ and $\alpha_0f_ch_v=2234$ cm$^{-1}$.
- At 1.55 eV, $\alpha=6641$ cm$^{-1}$, $N^*=0.169$, and the product is $1122$ cm$^{-1}$.

What does fail in the gain region is a steady state in which a round trip amplifies more than it loses. The body must stay below lasing threshold.

Q: How do you get from one mode to a flux that a detector can count?

A: Count modes in a large periodic box. Two polarizations and the spacing of wavevectors give $2k^2dk\,d\Omega'/(2\pi)^3$ modes per volume, where primes mark directions inside. In an isotropic medium with weak damping per wavelength, $k=nE/\hbar c$ and $dk=dE/\hbar v_g$, so the density per volume, energy and solid angle is

$$\frac{2}{(2\pi)^3}\frac{n^2E^2}{\hbar^2c^2}\frac1{\hbar v_g}=\frac{2n^2E^2}{h^3c^2v_g}.$$

Multiplying by $G=v_g\alpha N^*$ cancels $v_g$. The spontaneous rate per volume, energy and solid angle is

$$r=\alpha N^*\,\frac{2n^2E^2}{h^3c^2}.$$

Q: That is emission inside. Much of it is reabsorbed or reflected. Surely the external result depends on the details of the device?

A: The details enter through one quantity. Treat light as rays, with lossless interfaces and mirrors, and let $N^*$ be uniform over the body. The occupation of an outgoing ray is linear in the sources and in the incoming rays $j$:

$$N_{\rm out}=\varepsilon N^*+\sum_jT_{{\rm out}\leftarrow j}N_j.$$

To find $\varepsilon$, imagine every incoming ray filled to $N_j=N^*$. Then $N=N^*$ everywhere solves $dN/ds=\alpha(N^*-N)$, and lossless splitting at surfaces leaves it unchanged. So $N_{\rm out}=N^*$, and

$$\varepsilon=1-\sum_jT_{{\rm out}\leftarrow j}.$$

In a reciprocal body each $T$ equals the transmission along the reversed path. The sum is then the fraction of light, sent in backwards along the outgoing ray, that comes out again somewhere. What does not come out is absorbed, so $\varepsilon=a$, the absorptivity for the reversed direction.

In vacuum the flux through a surface element is $c\cos\theta$ times the mode density times the occupation. With $n=1$ and $v_g=c$,

$$L(E,\theta)=a(E,\theta)\,\frac{2E^2}{h^3c^2}\,\frac{\cos\theta}{e^{(E-\Delta\mu)/kT}-1}$$

photons per time, surface area, solid angle and energy. This is the generalised Planck law.

Q: I distrust arguments with imaginary illumination. Do one device by adding up the photons.

A: Take a slab of thickness $d$ with a perfect back mirror and a front face that reflects nothing inside the escape cone. Light emitted at depth $z$, at internal angle $\theta'$, reaches the front directly or after the mirror. Both contributions leave in the same direction:

$$\int_0^d\left[e^{-\alpha z/\cos\theta'}+e^{-\alpha(2d-z)/\cos\theta'}\right]dz.$$

The first term gives $(\cos\theta'/\alpha)(1-e^{-\alpha d/\cos\theta'})$, the second $(\cos\theta'/\alpha)(e^{-\alpha d/\cos\theta'}-e^{-2\alpha d/\cos\theta'})$. The middle exponentials cancel, leaving

$$\frac{\cos\theta'}{\alpha}\,a,\qquad a=1-e^{-2\alpha d/\cos\theta'},$$

where $a$ is the absorptivity of the double pass. Multiplying by $r\,d\Omega'$ gives $aN^*(2E^2/h^3c^2)\,n^2\cos\theta'd\Omega'$.

Snell's law, $n\sin\theta'=\sin\theta$, is squared and differentiated to $n^2\sin\theta'\cos\theta'd\theta'=\sin\theta\cos\theta\,d\theta$. The azimuth is unchanged, so $n^2\cos\theta'd\Omega'=\cos\theta\,d\Omega$, and the general law appears. Rays outside the cone stay trapped until reabsorbed; with $\Delta\mu$ held fixed they do not alter the escaping flux.

Q: What if the bias is not uniform through the thickness?

A: Then there is no single $N^*$ to factor out. For a slab whose absorption rises towards the back (optical depth per thickness $0.4+1.5s^2$ at fractional depth $s$) and whose front and back faces reflect 0.3 and 0.6, tracing rays gave an emissivity and an absorptivity both equal to 0.5326 when the source was uniform. When $N^*$ fell linearly to zero from front to back, with the same mean over the thickness, the front emission was 0.81 of $a$ times that mean, because here the strongly absorbing layers lie where the source is weak. The direction of the deviation depends on the profile: with the same total absorption spread evenly the ratio exceeds one.

Q: And Kirchhoff's law?

A: Set $\Delta\mu=0$. Then $N^*=1/(e^{E/kT}-1)$, and $L$ is $a$ times the flux of a black body, for which $a=1$. The ratio of the two fluxes is by definition the emissivity, so emissivity equals absorptivity at each energy and direction.

The absolute size can be checked as well. With $a=1$, multiply by $E$, use $\int\cos\theta\,d\Omega=\pi$ over the hemisphere, and put $u=E/kT$:

$$\frac{2\pi(kT)^4}{h^3c^2}\int_0^\infty\frac{u^3du}{e^u-1}=\frac{2\pi^5k^4}{15h^3c^2}T^4=\sigma T^4,$$

because the integral is $\pi^4/15$. At 300 K this is 459.3 W/m$^2$.

At equilibrium some earlier restrictions also drop out. Free-carrier absorption changes neither $N_c$ nor $N_v$, so its ratio is $G/A=e^{-E/kT}$ under any bias. In a driven diode it emits with zero photon chemical potential, and the total source is $\alpha_{\rm inter}N^*(\Delta\mu)+\alpha_{\rm intra}N^*(0)$. My law for the diode needs the second process to be negligible at the energy considered. At $\Delta\mu=0$ both sources carry the same occupation and can be added.

Q: Give me numbers for a working LED, and say what you have left out.

A: Take the mirrored slab, undoped, with a gap of 1.40 eV, electron and hole masses of 0.07 and 0.50 free-electron masses, $n=3.5$, $d=1$ µm, $T=300$ K and $\alpha_0=4\times10^4$ cm$^{-1}\sqrt{(E-E_g)/{\rm eV}}$. These are round model parameters. Excitonic absorption, band tails, gap shrinkage, interference and nonradiative loss are left out.

At $\Delta\mu=1.20$ eV, neutrality puts $\mu_c$ at 1.3385 eV and $\mu_v$ at 0.1385 eV above the valence edge, with $4.2\times10^{16}$ electrons per cm$^3$. At $E=1.43$ eV:

$$\alpha=6928\,(1-0.0324-0.0041)\approx6675\ {\rm cm^{-1}}.$$

At normal incidence $2\alpha d=1.335$ and $a=1-e^{-1.335}=0.737$. The average over the hemisphere is 0.744, slightly higher because oblique paths are longer. The occupation is $N^*=1/(e^{0.23/0.025852}-1)=1.37\times10^{-4}$. With $2\pi E^2/h^3c^2=2.02\times10^{23}$ cm$^{-2}$s$^{-1}$eV$^{-1}$,

$$2.02\times10^{23}\times0.744\times1.37\times10^{-4}\approx2.06\times10^{19}\ {\rm cm^{-2}s^{-1}eV^{-1}}.$$

Summing $\alpha_0f_ch_v$ emission over the volume gives the same flux. At $\Delta\mu=0$ and the same energy, that sum gives an emissivity of 0.757, equal to the equilibrium absorptivity.

Q: So the absorptivity changed from 0.757 to 0.744. Does that matter?

A: Modestly here. Integrated over energy, the emission is equivalent to a current of 0.226 A/cm$^2$. Using the equilibrium absorptivity by mistake gives 0.232 A/cm$^2$, too high by 2.6% of the correct value. Scaling the equilibrium emission by the familiar exponential gives nearly the same wrong number:

$$1.609\times10^{-21}\times1.4425\times10^{20}=0.232\ {\rm A/cm^2}.$$

The two agree because $N^*$ is almost a Boltzmann factor: at the gap the $-1$ in its denominator raises it above the Boltzmann factor by only a fraction $e^{-0.20/0.025852}\approx4\times10^{-4}$ of that factor. The shortfall of the true current therefore comes from band filling. In this 1 µm slab it grows as $f_c$ and $h_v$ grow.

Q: Where is the spectral peak, and why?

A: Inside, for few carriers, the rate varies mainly as $\sqrt{\epsilon}\,e^{-\epsilon/kT}$ with $\epsilon=E-E_g$. Setting the logarithmic derivative $1/2\epsilon-1/kT$ to zero gives $\epsilon=kT/2$, or 1.4129 eV. The computed internal peak is at 1.4141 eV, since the factor $E^2$ and the filling of the conduction band both favour higher energies slightly.

The emitted peak is lower, at 1.4094 eV. For optical depth $\tau$, $d\ln(1-e^{-\tau})=[\tau/(e^\tau-1)]\,d\ln\tau$, and the bracket is below one. The absorptivity thus rises more slowly with energy than $\alpha$ does, and the falling exponential wins sooner.

Q: One last worry. The mean emitted photon carries 1.434 eV, but you supply 1.20 eV per pair. Where is the rest from?

A: From heat. If the contacts deliver each pair with free energy $\Delta\mu$ and every pair leaves as an escaping photon, the energy balance requires the lattice to supply $1.434-1.200=0.234$ eV per photon. A real device cools only if its nonradiative and resistive heating is smaller than this. The numerical output lists the remaining values.

## Table of computed values

```
temperature 300 K, kT = 0.025852 eV
gap 1.40 eV, masses 0.07 and 0.50 electron masses
refractive index 3.5, thickness 1.0 micrometre
alpha0 at 1 eV above gap = 4.0e+04 1/cm
-- tests --
interacting model, interband balance error = -1.1e-16
same, intraband with zero photon potential = -5.6e-16
band mixing, equilibrium: error = -8.4e-15
band mixing, dmu = 2.5 kT: error = -0.0726
electrons 350 K, holes 300 K: drift of apparent photon potential, 1.45-1.60 eV = 12.51 meV (300 K), 10.41 meV (350 K)
master equation, E = 1.45 eV, dmu = 1.40 eV: mean photons = 0.168984, Bose = 0.168984
box modes counted = 1808178, formula = 1809557
black-body power = 459.3003 W/m^2, sigma T^4 = 459.3003 W/m^2
uneven slab: absorptivity = 0.532581, emissivity = 0.532581
nonuniform source of same mean: emission / law = 0.8080
-- slab at dmu = 1.20 eV --
mu_c = 1.33851 eV, mu_v = 0.13851 eV
electron density = 4.173e+16 1/cm^3
E = 1.41 eV: alpha0 = 4000.0 1/cm, f_c = 0.06193, h_v = 4.473e-03, alpha = 3734.4 1/cm
   absorptivity = 0.53361, N* = 2.9668e-04, flux = 3.1106e+19 1/(cm^2 s eV)
E = 1.43 eV: alpha0 = 6928.2 1/cm, f_c = 0.03240, h_v = 4.069e-03, alpha = 6675.5 1/cm
   absorptivity = 0.74421, N* = 1.3685e-04, flux = 2.0582e+19 1/(cm^2 s eV)
E = 1.46 eV: alpha0 = 9798.0 1/cm, f_c = 0.01196, h_v = 3.530e-03, alpha = 9646.2 1/cm
   absorptivity = 0.86055, N* = 4.2876e-05, flux = 7.7731e+18 1/(cm^2 s eV)
E = 1.50 eV: alpha0 = 12649.1 1/cm, f_c = 0.00310, h_v = 2.921e-03, alpha = 12572.9 1/cm
   absorptivity = 0.92328, N* = 9.1249e-06, flux = 1.8735e+18 1/(cm^2 s eV)
peak of emitted flux = 1.4094 eV
peak of internal rate = 1.4141 eV, gap + kT/2 = 1.4129 eV
equivalent radiative current = 0.22618 A/cm^2
equilibrium emission current = 1.6086e-21 A/cm^2
exp(dmu/kT) = 1.4425e+20
current ratio / exp(dmu/kT) = 0.97473
current with equilibrium absorptivity = 0.23208 A/cm^2
emitted power = 0.32431 W/cm^2, mean photon energy = 1.43387 eV
-- Kirchhoff check, dmu = 0 --
E = 1.43 eV: emissivity = 0.75707062, absorptivity = 0.75707062
-- local rates at dmu = 1.50 eV --
E = 1.45 eV: alpha = -1986.46 1/cm, alpha0 f_c h_v = 2322.14 1/cm, alpha N* = 2322.14 1/cm
E = 1.50 eV: alpha = -0.00 1/cm, alpha0 f_c h_v = 2234.37 1/cm, alpha N* = 2234.36 1/cm
E = 1.55 eV: alpha = 6640.78 1/cm, alpha0 f_c h_v = 1122.19 1/cm, alpha N* = 1122.19 1/cm
```
